**RPA and mean-field Curie temperatures of nearest-neighbour classical Heisenberg ferromagnets**

For unit spins with exchange $J$ per bond and $z$ neighbours, $k_BT_{\rm MF}=zJ/3$ and $k_BT_{\rm RPA}=zJ/(3W)$, where $W$ is the Brillouin-zone average of $1/(1-\gamma_{\mathbf q})$ and $\gamma_{\mathbf q}$ is the mean of $\cos(\mathbf q\cdot\boldsymbol\delta)$ over the neighbour vectors $\boldsymbol\delta$. The program asserts the rotation identity for the torque by direct quadrature for two coupled spins, and the Fourier solution by inverting the real-space equations on small periodic crystals. It asserts that the one-dimensional integrals for $W$ agree with extrapolated zone sums built from the neighbour vectors to within $10^{-4}$. The mean-field Curie temperature is recovered from the numerical self-consistency equation, and the RPA one for sc from the extrapolated zero of the inverse susceptibility. The output gives $W=1.5164$, $1.3932$ and $1.3447$, hence ratios of 0.66, 0.72 and 0.74 for sc, bcc and fcc. A short Monte Carlo run for sc, on $6^3$ and $12^3$ sites, shows behaviour typical of an ordered crystal at $T_{\rm RPA}$ and of a disordered one at $T_{\rm MF}$.

## Check in Python

```python
# Result under test: for classical unit spins e_i with energy
#   H = -J sum_bonds e_i.e_j - h sum_i e_i^z   (each nearest-neighbour bond once)
# the Curie temperatures are  k T_MF = z J/3  and  k T_RPA = z J/(3 W),
# so T_RPA/T_MF = 1/W, with W the Brillouin-zone average of 1/(1-gamma_q),
# gamma_q = (1/z) sum_delta cos(q.delta), z = number of nearest neighbours.
# chi = m/h is the zero-field susceptibility, m = <e^z>.
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ive

PRIMITIVE = {
    "sc": np.eye(3),
    "bcc": 0.5 * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]]),
    "fcc": 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]),
}


def neighbours(name):
    """Integer coordinates of the shortest nonzero lattice vectors."""
    combos = np.array([c for c in itertools.product(range(-2, 3), repeat=3)
                       if any(c)])
    lengths = np.linalg.norm(combos @ PRIMITIVE[name], axis=1)
    return combos[lengths < lengths.min() + 1e-9]


def gamma_mesh(name, size):
    """gamma_q on the wave vectors of a periodic size^3 crystal."""
    n = 2 * np.pi * np.arange(size) / size
    vectors = neighbours(name)
    total = np.zeros((size, size, size))
    for a, b, c in vectors:
        total += np.cos(a * n[:, None, None] + b * n[None, :, None]
                        + c * n[None, None, :])
    return total.ravel() / len(vectors)


def mesh_watson(name, size):
    """Average of 1/(1-gamma) with the single q=0 term left out."""
    gamma = gamma_mesh(name, size)
    return np.sum(1 / (1 - gamma[1:])) / gamma.size


def agm(a, b):
    """Arithmetic-geometric mean."""
    for _ in range(60):
        if abs(a - b) < 1e-15 * abs(a):
            break
        a, b = 0.5 * (a + b), np.sqrt(a * b)
    return a


def watson(name):
    """Watson integral reduced to one integral over an inverse AGM."""
    def integrand(angle):
        one_minus_c = 2 * np.sin(angle / 2) ** 2
        if name == "sc":
            return 3 / agm(2 + one_minus_c,
                           np.sqrt(one_minus_c * (4 + one_minus_c)))
        if name == "bcc":
            return 1 / agm(1.0, np.sin(angle))
        return 1.5 / agm(2.0, np.sin(angle))
    left = quad(integrand, 0, np.pi / 2, epsabs=1e-10, limit=200)[0]
    right = quad(integrand, np.pi / 2, np.pi, epsabs=1e-10, limit=200)[0]
    return (left + right) / np.pi


# --- exact rotation identity, two coupled spins, direct quadrature ---------
nodes, node_weights = np.polynomial.legendre.leggauss(14)
phis = 2 * np.pi * np.arange(18) / 18
cos_t, phi = [g.ravel() for g in np.meshgrid(nodes, phis, indexing="ij")]
sphere_weight = np.repeat(node_weights, len(phis))
sin_t = np.sqrt(1 - cos_t**2)
sphere = np.array([sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t])
first, second = sphere[:, :, None], sphere[:, None, :]
bond, field, kt = 1.0, 0.7, 0.9
energy = (-bond * np.sum(first * second, axis=0)
          - field * (first[2] + second[2]))
boltzmann = np.exp(-energy / kt) * np.outer(sphere_weight, sphere_weight)
boltzmann /= boltzmann.sum()
torque_x = (first[1] * (field + bond * second[2])
            - first[2] * bond * second[1])
same_site = np.sum(boltzmann * torque_x * first[1])
other_site = np.sum(boltzmann * torque_x * second[1])
kt_moment = kt * np.sum(boltzmann * first[2])
assert abs(same_site - kt_moment) < 1e-8
assert abs(other_site) < 1e-8
print(f"two-spin test: J = {bond:.1f}, h = {field:.1f}, kT = {kt:.1f} (units of J)")
print(f"  <torque_x e1y> = {same_site:.6f} J, kT m = {kt_moment:.6f} J")
print(f"  |<torque_x e2y>| below 1e-8 J: {abs(other_site) < 1e-8}")

# --- Fourier solution against inversion of the real-space equations --------
SIZE, INV_CHI = 5, 0.3
for name in PRIMITIVE:
    vectors = neighbours(name)
    z = len(vectors)
    matrix = (INV_CHI + z) * np.eye(SIZE**3)
    for site in itertools.product(range(SIZE), repeat=3):
        row = np.ravel_multi_index(site, (SIZE,) * 3)
        for step in vectors:
            other = tuple((np.array(site) + step) % SIZE)
            matrix[row, np.ravel_multi_index(other, (SIZE,) * 3)] -= 1
    direct = np.linalg.inv(matrix)[0, 0]
    fourier = np.mean(1 / (INV_CHI + z * (1 - gamma_mesh(name, SIZE))))
    assert abs(direct - fourier) < 1e-10

# --- Watson integrals, Curie temperatures and ratios -----------------------


def single_spin_moment(x):
    """<e^z> of one spin with weight exp(x e^z), by quadrature."""
    weight = node_weights * np.exp(x * nodes)
    return np.sum(weight * nodes) / np.sum(weight)


J_MEV = 10.0
mev_to_kelvin = 1e-3 * constants.e / constants.k
print(f"exchange J = {J_MEV:.1f} meV; 1 meV/k_B = {mev_to_kelvin:.4f} K")
W, expected = {}, {"sc": 0.66, "bcc": 0.72, "fcc": 0.74}
for name in PRIMITIVE:
    z = len(neighbours(name))
    W[name] = watson(name)
    coarse, fine = mesh_watson(name, 48), mesh_watson(name, 96)
    extrapolated = 2 * fine - coarse    # removes the 1/size error
    assert abs(extrapolated - W[name]) < 1e-4
    gamma = gamma_mesh(name, 12)
    assert abs(gamma.mean()) < 1e-12
    assert abs(np.mean(gamma**2) - 1 / z) < 1e-12
    assert W[name] > 1 + 1 / z
    tiny = 1e-3
    kt_mf = brentq(lambda t: single_spin_moment(z * tiny / t) - tiny,
                   0.1 * z, z)
    assert abs(kt_mf - z / 3) < 1e-5 * z
    ratio = 1 / W[name]
    assert round(ratio, 2) == expected[name]
    t_mf = z * J_MEV / 3 * mev_to_kelvin
    print(f"{name}: z = {z}, W = {W[name]:.6f}, T_RPA/T_MF = {ratio:.4f}")
    print(f"  zone sums 48^3: {coarse:.5f}, 96^3: {fine:.5f}, "
          f"extrapolated: {extrapolated:.5f}")
    print(f"  1 + 1/z = {1 + 1 / z:.4f}")
    print(f"  kT_MF = {z / 3:.4f} J, kT_RPA = {z / (3 * W[name]):.4f} J")
    print(f"  T_MF = {t_mf:.1f} K, T_RPA = {t_mf * ratio:.1f} K")

# --- sc: Curie point located from the vanishing inverse susceptibility -----


def sc_average(lam):
    """Zone average of 1/(lam+1-gamma) for sc from a Bessel integral."""
    def integrand(v):
        t = np.exp(v)
        return t * np.exp(-lam * t) * ive(0, t / 3) ** 3
    top = np.log(40 / lam)
    return (quad(integrand, -25, 2, limit=200)[0]
            + quad(integrand, 2, top, limit=200)[0])


def rpa_lambda(kt_over_j):
    """lam = 1/(chi z J) from the fixed spin length, sc lattice."""
    return brentq(lambda lam: kt_over_j * sc_average(lam) / 6 - 1 / 3,
                  1e-7, 20, xtol=1e-12)


kt_rpa = 6 / (3 * W["sc"])
temps = np.array([1.34, 1.36])
roots = np.sqrt([rpa_lambda(t) for t in temps])
inverse = 1 / temps     # sqrt(lam) is linear in 1/T close to the Curie point
slope = (roots[1] - roots[0]) / (inverse[1] - inverse[0])
kt_zero = 1 / (inverse[0] - roots[0] / slope)
assert abs(kt_zero - kt_rpa) < 2e-3
print(f"sc: kT where 1/chi extrapolates to zero = {kt_zero:.4f} J")
previous = 0.0
for t in (1.4, 1.6, 2.0, 3.0):
    inv_chi = 6 * rpa_lambda(t)
    assert inv_chi > previous
    assert inv_chi > 3 * t - 6
    previous = inv_chi
    print(f"  kT = {t:.1f} J: 1/chi RPA = {inv_chi:.4f} J, "
          f"mean field 3kT-zJ = {3 * t - 6:.4f} J")

# --- sc: Monte Carlo at the two approximate Curie temperatures -------------
rng = np.random.default_rng(7)


def mean_square_moment(size, kt_over_j, settle=300, sweeps=1500):
    """<|M/N|^2> of a periodic sc crystal by heat-bath sampling."""
    spins = np.zeros((3, size, size, size))
    spins[2] = 1
    parity = np.indices((size,) * 3).sum(axis=0) % 2
    total = 0.0
    for sweep in range(settle + sweeps):
        for colour in (0, 1):
            local = sum(np.roll(spins, s, axis=a)
                        for a in (1, 2, 3) for s in (1, -1))
            local = local[:, parity == colour]
            strength = np.sqrt(np.sum(local**2, axis=0)) + 1e-12
            axis = local / strength
            kappa = strength / kt_over_j
            u = 1 - rng.random(kappa.size)
            cosine = 1 + np.log(u + (1 - u) * np.exp(-2 * kappa)) / kappa
            cosine = np.clip(cosine, -1, 1)
            side = rng.normal(size=axis.shape)
            side -= axis * np.sum(side * axis, axis=0)
            side /= np.sqrt(np.sum(side**2, axis=0))
            spins[:, parity == colour] = (cosine * axis
                                          + np.sqrt(1 - cosine**2) * side)
        if sweep >= settle:
            total += np.sum(spins.mean(axis=(1, 2, 3)) ** 2)
    return total / sweeps


print("sc Monte Carlo, <M^2> per site squared, sizes 6^3 and 12^3:")
shrink = {}
for label, t in (("T_RPA", kt_rpa), ("T_MF", 2.0)):
    small, large = mean_square_moment(6, t), mean_square_moment(12, t)
    shrink[label] = small / large
    print(f"  at {label}: {small:.4f}, {large:.4f}, "
          f"ratio {shrink[label]:.2f}")
print(f"  volume ratio (disordered limit) = {12**3 / 6**3:.0f}")
# An ordered crystal keeps <M^2>; a disordered one loses it as 1/volume.
assert shrink["T_RPA"] < 1.6
assert shrink["T_MF"] > 5

print("all good")
```

Printed output:

```
two-spin test: J = 1.0, h = 0.7, kT = 0.9 (units of J)
  <torque_x e1y> = 0.289894 J, kT m = 0.289894 J
  |<torque_x e2y>| below 1e-8 J: True
exchange J = 10.0 meV; 1 meV/k_B = 11.6045 K
sc: z = 6, W = 1.516386, T_RPA/T_MF = 0.6595
  zone sums 48^3: 1.48817, 96^3: 1.50227, extrapolated: 1.51638
  1 + 1/z = 1.1667
  kT_MF = 2.0000 J, kT_RPA = 1.3189 J
  T_MF = 232.1 K, T_RPA = 153.1 K
bcc: z = 8, W = 1.393204, T_RPA/T_MF = 0.7178
  zone sums 48^3: 1.36907, 96^3: 1.38114, extrapolated: 1.39321
  1 + 1/z = 1.1250
  kT_MF = 2.6667 J, kT_RPA = 1.9141 J
  T_MF = 309.5 K, T_RPA = 222.1 K
fcc: z = 12, W = 1.344661, T_RPA/T_MF = 0.7437
  zone sums 48^3: 1.32186, 96^3: 1.33326, extrapolated: 1.34466
  1 + 1/z = 1.0833
  kT_MF = 4.0000 J, kT_RPA = 2.9747 J
  T_MF = 464.2 K, T_RPA = 345.2 K
sc: kT where 1/chi extrapolates to zero = 1.3187 J
  kT = 1.4 J: 1/chi RPA = 0.0323 J, mean field 3kT-zJ = -1.8000 J
  kT = 1.6 J: 1/chi RPA = 0.2846 J, mean field 3kT-zJ = -1.2000 J
  kT = 2.0 J: 1/chi RPA = 1.1039 J, mean field 3kT-zJ = 0.0000 J
  kT = 3.0 J: 1/chi RPA = 3.6938 J, mean field 3kT-zJ = 3.0000 J
sc Monte Carlo, <M^2> per site squared, sizes 6^3 and 12^3:
  at T_RPA: 0.3003, 0.2340, ratio 1.28
  at T_MF: 0.0266, 0.0032, ratio 8.38
  volume ratio (disordered limit) = 8
all good
```
